# Half-Integer Hall Conductivity of a Dirac Cone and Its Lattice Partners: a numerical check

```python
"""
Result under test: a filled lower band of a massive 2D Dirac cone
    H = v (chi kx sx + ky sy) + m sz
has C = (1/2 pi) * integral of Berry curvature = chi sign(m) / 2, and
sigma_yx = C e^2/h. On a lattice C = (1/2) sum_i chi_i sign(m_i), an
integer, where i runs over the zeros of the in-plane vector (dx, dy).
Symbols: v velocity times hbar (eV angstrom), m mass (eV), chi chirality,
t1, t2, phase, M: Haldane hoppings, flux phase and sublattice energy,
curvature = curl of i<u|grad u>, band 0 lower, band 1 upper.
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(4)
DIST = 2.0                       # neighbour distance, angstrom
T1 = 1.0                         # neighbour hopping, eV
S3 = np.sqrt(3.0)
DELTA = DIST * np.array([[0, 1], [-S3 / 2, -0.5], [S3 / 2, -0.5]])
SECOND = np.array([DELTA[1] - DELTA[2], DELTA[2] - DELTA[0],
                   DELTA[0] - DELTA[1]])
K_POINT = np.array([4 * np.pi / (3 * S3 * DIST), 0.0])


def matrix(h00, h01, h11):
    out = np.empty(np.shape(h01) + (2, 2), complex)
    out[..., 0, 0] = h00
    out[..., 0, 1] = h01
    out[..., 1, 0] = np.conj(h01)
    out[..., 1, 1] = h11
    return out


def cone(v, m, chi):
    return lambda kx, ky: matrix(m, v * (chi * kx - 1j * ky), -m)


def haldane(M, t2, phase=np.pi / 2):
    def ham(kx, ky):
        off = T1 * sum(np.exp(1j * (kx * a + ky * b)) for a, b in DELTA)
        args = [kx * a + ky * b for a, b in SECOND]
        on_a = M + 2 * t2 * sum(np.cos(x + phase) for x in args)
        on_b = -M + 2 * t2 * sum(np.cos(x - phase) for x in args)
        return matrix(on_a, off, on_b)
    return ham


def square_model(u):
    return lambda kx, ky: matrix(u + np.cos(kx) + np.cos(ky),
                                 np.sin(kx) - 1j * np.sin(ky),
                                 -u - np.cos(kx) - np.cos(ky))


def derivative(ham, kx, ky, axis, h=1e-4):
    ax, ay = (h, 0.0) if axis == 0 else (0.0, h)
    return (ham(kx + ax, ky + ay) - ham(kx - ax, ky - ay)) / (2 * h)


def curvature(ham, kx, ky, band=0):
    """Sum over the other band, with numerical eigenvectors."""
    energy, vec = np.linalg.eigh(ham(kx, ky))
    a, b = vec[..., :, band], vec[..., :, 1 - band]
    hx, hy = derivative(ham, kx, ky, 0), derivative(ham, kx, ky, 1)
    x = np.sum(a.conj() * np.einsum('...ij,...j->...i', hx, b), axis=-1)
    y = np.sum(b.conj() * np.einsum('...ij,...j->...i', hy, a), axis=-1)
    return -2 * np.imag(x * y) / (energy[..., 1] - energy[..., 0])**2


def loop_curvature(ham, kx, ky, h=1e-3):
    """Berry phase of a small square, counterclockwise, over its area."""
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    u = [np.linalg.eigh(ham(kx + a * h / 2, ky + b * h / 2))[1][:, 0]
         for a, b in corners]
    prod = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
    return -np.angle(prod) / h**2


def disk_share(ham, scale, radius=np.inf, band=0):
    """(1/2 pi) * integral of curvature over a disk, k = scale*tan(a)."""
    top = np.arctan(radius / scale)
    x, w = np.polynomial.legendre.leggauss(40)
    a, w = top * (x + 1) / 2, w * top / 2
    k, jac = scale * np.tan(a), scale / np.cos(a)**2
    ang = 2 * np.pi * (np.arange(6) + 0.3) / 6
    vals = curvature(ham, np.outer(k, np.cos(ang)),
                     np.outer(k, np.sin(ang)), band)
    return np.sum(w * jac * k * vals.mean(axis=1))


def zone_grid(n, offset=(0.0, 0.0), closed=False):
    lattice = DIST * np.array([[S3, 0], [S3 / 2, 1.5]])
    recip = 2 * np.pi * np.linalg.inv(lattice).T
    s = np.arange(n + int(closed)) / n
    s1, s2 = np.meshgrid(s + offset[0], s + offset[1], indexing='ij')
    kx = s1 * recip[0, 0] + s2 * recip[1, 0]
    ky = s1 * recip[0, 1] + s2 * recip[1, 1]
    return kx, ky, abs(np.linalg.det(recip)) / n**2


def valley_masses(M, t2, phase=np.pi / 2):
    return [M - tau * 3 * S3 * t2 * np.sin(phase) for tau in (1, -1)]


def cone_count(M, t2, phase=np.pi / 2):
    mp, mm = valley_masses(M, t2, phase)
    return (np.sign(mp) - np.sign(mm)) / 2


# --- single cone: local curvature, disk integral, doping ---
for v, m, chi in [(3.0, 0.3, 1), (3.0, -0.3, 1), (2.0, 0.4, -1)]:
    ham = cone(v, m, chi)
    for kx, ky in rng.uniform(-0.2, 0.2, (4, 2)):
        formula = chi * m * v**2 / (2 * (v**2 * (kx**2 + ky**2) + m**2)**1.5)
        assert abs(curvature(ham, kx, ky) / formula - 1) < 1e-6
        assert abs(loop_curvature(ham, kx, ky) / formula - 1) < 1e-3
    assert abs(disk_share(ham, abs(m) / v) - chi * np.sign(m) / 2) < 1e-6
    for radius in (0.05, 0.3, 2.0):
        part = chi * np.sign(m) / 2 * (1 - abs(m) / np.hypot(v * radius, m))
        assert abs(disk_share(ham, abs(m) / v, radius) - part) < 1e-6
    mu = 2.5 * abs(m)
    k_fermi = np.sqrt(mu**2 - m**2) / v
    doped = (disk_share(ham, abs(m) / v)
             + disk_share(ham, abs(m) / v, k_fermi, band=1))
    assert abs(doped - chi * m / (2 * mu)) < 1e-6
    # chemical potential in the lower band: only k > k_fermi is filled
    holes = (disk_share(ham, abs(m) / v)
             - disk_share(ham, abs(m) / v, k_fermi))
    assert abs(holes - chi * m / (2 * mu)) < 1e-6

# --- Haldane valleys: velocity, chirality and mass from the lattice ---
for M, t2, phase in [(0.05, 0.02, np.pi / 2), (0.4, 0.15, 0.9)]:
    ham = haldane(M, t2, phase)
    for tau, mass in zip((1, -1), valley_masses(M, t2, phase)):
        k = tau * K_POINT
        h0 = ham(*k)
        assert abs(h0[0, 1]) < 1e-12
        assert abs((h0[0, 0] - h0[1, 1]).real / 2 - mass) < 1e-12
        cols = [derivative(ham, k[0], k[1], ax)[0, 1] for ax in (0, 1)]
        jac = np.array([[c.real for c in cols], [-c.imag for c in cols]])
        v = 1.5 * T1 * DIST
        assert np.allclose(jac.T @ jac, v**2 * np.eye(2), atol=1e-5)
        assert np.sign(np.linalg.det(jac)) == tau

# --- exactly two vortices of the in-plane angle, with opposite sense ---
kx, ky, _ = zone_grid(60, (0.0037, 0.0071), closed=True)
f = np.conj(haldane(0.0, 0.0)(kx, ky)[..., 0, 1])
d1 = np.angle(f[1:, :] / f[:-1, :])
d2 = np.angle(f[:, 1:] / f[:, :-1])
winding = np.rint((d1[:, :-1] + d2[1:, :] - d1[:, 1:] - d2[:-1, :])
                  / (2 * np.pi)).astype(int)
assert sorted(winding[winding != 0]) == [-1, 1]

# --- lattice integral of curvature against the count of cones ---
kx, ky, cell = zone_grid(120)
for M, t2, phase in [(0.3, 0.2, np.pi / 2), (0.3, 0.2, -1.0),
                     (0.4, 0.15, 0.9), (1.5, 0.2, np.pi / 2),
                     (-1.5, 0.2, np.pi / 2)]:
    total = curvature(haldane(M, t2, phase), kx, ky).sum() * cell / (2 * np.pi)
    assert abs(total - cone_count(M, t2, phase)) < 1e-4
s = 2 * np.pi * np.arange(100) / 100
qx, qy = np.meshgrid(s, s, indexing='ij')
for u in (1.0, -1.0, 3.0):
    total = curvature(square_model(u), qx, qy).sum() * (s[1]**2) / (2 * np.pi)
    count = (np.sign(u + 2) - 2 * np.sign(u) + np.sign(u - 2)) / 2
    assert abs(total - count) < 1e-4


# --- Hall response from time evolution under a slowly applied field ---
def driven_hall(M, t2, field=1e-3, ramp=60.0, dt=0.02, charge=-1.0):
    """sigma_yx in e^2/h; hbar = 1, time in 1/eV, field in eV/angstrom."""
    ham = haldane(M, t2)
    kx, ky, cell = zone_grid(30)
    psi = np.linalg.eigh(ham(kx, ky))[1][..., :, 0]

    def shift(t):
        x = t / ramp
        return charge * field * ramp * (2.5 * x**4 - 3 * x**5 + x**6)

    for n in range(int(round(ramp / dt))):
        h = ham(kx + shift((n + 0.5) * dt), ky)
        # phase pi/2 makes h traceless, so its square is a number
        e = np.sqrt(h[..., 0, 0].real**2 + abs(h[..., 0, 1])**2)[..., None]
        hpsi = np.stack([h[..., 0, 0] * psi[..., 0] + h[..., 0, 1] * psi[..., 1],
                         h[..., 1, 0] * psi[..., 0] + h[..., 1, 1] * psi[..., 1]],
                        axis=-1)
        psi = np.cos(e * dt) * psi - 1j * np.sin(e * dt) / e * hpsi
    vy = derivative(ham, kx + shift(ramp), ky, 1)
    mean = np.einsum('...i,...ij,...j->...', psi.conj(), vy, psi).real
    current = charge * mean.sum() * cell / (2 * np.pi)**2
    return current / field * 2 * np.pi


driven = {M: driven_hall(M, 0.2) for M in (0.3, 2.0)}
for M, value in driven.items():
    assert abs(value - cone_count(M, 0.2)) < 5e-3   # finite step and ramp


# --- worked example: shares of the two valleys and their edge terms ---
def edge_term(ham, tau, n=3000):
    """-(1/4 pi) * loop integral of cos(theta) d(phi) on the triangle."""
    k = tau * K_POINT
    corner = []
    for j in range(4):
        c, s_ = np.cos(2 * np.pi * j / 3), np.sin(2 * np.pi * j / 3)
        corner.append(k - np.array([[c, -s_], [s_, c]]) @ k)
    total = 0.0
    for p, q in zip(corner[:-1], corner[1:]):
        x = np.linspace(0, 1, n + 1)[:, None]
        path = p + x * (q - p)
        mid = (path[1:] + path[:-1]) / 2
        g = np.conj(ham(path[:, 0], path[:, 1])[:, 0, 1])
        h = ham(mid[:, 0], mid[:, 1])
        dz = (h[:, 0, 0] - h[:, 1, 1]).real / 2
        cos_theta = dz / np.hypot(dz, abs(h[:, 0, 1]))
        total += np.sum(cos_theta * np.angle(g[1:] / g[:-1]))
    return -total / (4 * np.pi)


t2 = 0.02
v = 1.5 * T1 * DIST
unit = const.e**2 / const.h * 1e6
print(f"neighbour distance = {DIST:.1f} angstrom")
print(f"t1 = {T1:.2f} eV, t2 = {t2:.2f} eV, flux phase = 90 degrees")
print(f"hbar v = {v:.3f} eV angstrom")
print(f"critical M = {3 * S3 * t2:.4f} eV")
print(f"e^2/h = {unit:.4f} microsiemens, half = {unit / 2:.4f} microsiemens")
kx, ky, cell = zone_grid(480)
marker = sum(np.sin(kx * a + ky * b) for a, b in SECOND)
in_plus = np.where(abs(marker) < 1e-9, 0.5, (marker > 0).astype(float))
for M in (0.0, 0.05, 0.2):
    ham = haldane(M, t2)
    omega = curvature(ham, kx, ky) * cell / (2 * np.pi)
    shares = [np.sum(omega * in_plus), np.sum(omega * (1 - in_plus))]
    masses = valley_masses(M, t2)
    edges = [edge_term(ham, tau) for tau in (1, -1)]
    for tau, share, mass, edge in zip((1, -1), shares, masses, edges):
        assert abs(share - (tau * np.sign(mass) / 2 + edge)) < 1e-4
    assert abs(sum(edges)) < 1e-6
    total = sum(shares)
    assert abs(total - cone_count(M, t2)) < 1e-5
    if M == 0.0:
        assert max(abs(e) for e in edges) < 1e-8
    levels = np.linalg.eigvalsh(ham(kx, ky))
    gap = levels[..., 1].min() - levels[..., 0].max()
    assert abs(gap - 2 * min(abs(x) for x in masses)) < 1e-6
    print(f"M = {M:.2f} eV: masses K+ {masses[0]:+.4f}, K- {masses[1]:+.4f} eV")
    print(f"  band gap = {gap:.4f} eV")
    print(f"  valley shares of C: K+ {shares[0]:+.4f}, K- {shares[1]:+.4f}")
    print(f"  edge terms: K+ {edges[0]:+.4f}, K- {edges[1]:+.4f}")
    print(f"  total C = {round(total, 4) + 0.0:+.4f}")
    print(f"  sigma_yx = {round(total * unit, 3) + 0.0:+.3f} microsiemens")

m_plus = valley_masses(0.05, t2)[0]
peak = float(curvature(haldane(0.05, t2), *K_POINT))
assert abs(peak / (np.sign(m_plus) * v**2 / (2 * m_plus**2)) - 1) < 1e-5
print(f"M = 0.05 eV: curvature at K+ = {peak:.1f} angstrom^2")
print(f"  cone width |m|/(hbar v) = {abs(m_plus) / v:.5f} 1/angstrom")
for factor in (1, 3, 10, 100):
    width = abs(m_plus) / v
    part = disk_share(cone(v, m_plus, 1), width, factor * width)
    print(f"  cone share within {factor} widths = {part:+.4f}")
for M, value in driven.items():
    print(f"driven band, t2 = 0.20 eV, M = {M:.1f} eV: "
          f"sigma_yx = {round(value, 4) + 0.0:+.4f} e^2/h")
print("all assertions hold")
```

It prints:

```
neighbour distance = 2.0 angstrom
t1 = 1.00 eV, t2 = 0.02 eV, flux phase = 90 degrees
hbar v = 3.000 eV angstrom
critical M = 0.1039 eV
e^2/h = 38.7405 microsiemens, half = 19.3702 microsiemens
M = 0.00 eV: masses K+ -0.1039, K- +0.1039 eV
  band gap = 0.2078 eV
  valley shares of C: K+ -0.5000, K- -0.5000
  edge terms: K+ +0.0000, K- +0.0000
  total C = -1.0000
  sigma_yx = -38.740 microsiemens
M = 0.05 eV: masses K+ -0.0539, K- +0.1539 eV
  band gap = 0.1078 eV
  valley shares of C: K+ -0.5199, K- -0.4801
  edge terms: K+ -0.0199, K- +0.0199
  total C = -1.0000
  sigma_yx = -38.740 microsiemens
M = 0.20 eV: masses K+ +0.0961, K- +0.3039 eV
  band gap = 0.1922 eV
  valley shares of C: K+ +0.4216, K- -0.4216
  edge terms: K+ -0.0784, K- +0.0784
  total C = +0.0000
  sigma_yx = +0.000 microsiemens
M = 0.05 eV: curvature at K+ = -1547.6 angstrom^2
  cone width |m|/(hbar v) = 0.01797 1/angstrom
  cone share within 1 widths = -0.1464
  cone share within 3 widths = -0.3419
  cone share within 10 widths = -0.4502
  cone share within 100 widths = -0.4950
driven band, t2 = 0.20 eV, M = 0.3 eV: sigma_yx = -0.9998 e^2/h
driven band, t2 = 0.20 eV, M = 2.0 eV: sigma_yx = +0.0001 e^2/h
all assertions hold
```
